**Impingement rate of nitrogen and its arrival at an aluminium film**

The program tests $J=P/\sqrt{2\pi mkT}$, where $J$ is the number of molecules striking a surface per unit area and time, $P$ the pressure, $m$ the molecular mass, $k$ the Boltzmann constant and $T$ the temperature. For N₂ at $10^{-6}$ Torr and 300 K, the output gives $J=3.83\times10^{14}\ \text{cm}^{-2}\text{s}^{-1}$. The program asserts that the formula agrees with quadrature over the Maxwell distribution and, within 1 %, with a simulation that counts the impacts and momentum transfer of molecules bouncing in a box. It also asserts the temperature scaling at fixed pressure and at fixed density, the Al(111) site density by counting lattice points, and the coverage produced by random arrival. For a film growing at 0.10 nm/s, the output shows 0.64 N₂ arrivals per deposited Al atom and 3.7 s for one arrival per site on a resting surface. Further assertions cover the mean relative speed used in the mean free path and the density correction for a surface that captures molecules. In that model, the correction factor reaches 2 when every impact leads to capture.

## Program and output

```python
"""
Result under test: an equilibrium ideal gas strikes a surface at the rate
    J = P / sqrt(2 pi m k T)   (molecules per area and time),
about 3.8e14 per cm2 per s for N2 at 1e-6 Torr and 300 K.
P: pressure, T: temperature, m: molecular mass, k: Boltzmann constant,
n: number density, vbar: mean speed. SI units are used internally.
The example compares N2 arrival with the growth of an aluminium film.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

k = const.k
rng = np.random.default_rng(12345)

# Inputs
pressure_torr = 1e-6
temperature = 300.0
relative_mass = 2 * 14.007           # N2, standard atomic weight of N
lattice_a = 0.405e-9                 # Al, rough typical value
growth_rate = 0.1e-9                 # m/s
diameter = 0.37e-9                   # N2, rough collision diameter
chamber = 0.5                        # m
target_ratio = 1e-3                  # N2 arrivals per Al atom
gauge_error = 0.20                   # rough relative error

pressure = pressure_torr * const.torr
mass = relative_mass * const.atomic_mass


def flux_formula(p, t):
    return p / np.sqrt(2 * np.pi * mass * k * t)


def normal_moment(power, t):
    """Integral over v_z > 0 of v_z**power times the Maxwell density."""
    width = np.sqrt(k * t / mass)
    norm = 1 / (width * np.sqrt(2 * np.pi))
    return quad(lambda v: v**power * norm * np.exp(-0.5 * (v / width)**2),
                0, 12 * width, epsabs=0, epsrel=1e-10)[0]


# Density, mean speed and flux
density = pressure / (k * temperature)
mean_speed = np.sqrt(8 * k * temperature / (np.pi * mass))
flux = flux_formula(pressure, temperature)
flux_cm = flux * 1e-4

# Cartesian velocity integrals: flux and momentum transfer
flux_quad = density * normal_moment(1, temperature)
pressure_quad = 2 * mass * density * normal_moment(2, temperature)
assert np.isclose(flux_quad, flux, rtol=1e-8)
assert np.isclose(pressure_quad, pressure, rtol=1e-8)

# Spherical velocity integrals: mean speed and the factor one quarter
width = np.sqrt(k * temperature / mass)
norm3 = (2 * np.pi * width**2)**-1.5
radial = quad(lambda v: v**3 * norm3 * np.exp(-0.5 * (v / width)**2),
              0, 12 * width, epsabs=0, epsrel=1e-10)[0]
polar = quad(lambda th: np.cos(th) * np.sin(th), 0, np.pi / 2)[0]
hemisphere = quad(np.sin, 0, np.pi / 2)[0]
mean_cosine = polar / hemisphere
assert np.isclose(4 * np.pi * radial, mean_speed, rtol=1e-8)
assert np.isclose(2 * np.pi * polar * radial, mean_speed / 4, rtol=1e-8)
assert np.isclose(mean_cosine, 0.5, rtol=1e-10)

# Bouncing molecules: count hits and momentum on the wall at z = 0.
# Unfolding the reflections turns hits into crossings of 2 * box * integer.
count = 1_000_000
box = 0.1
duration = 20 * box / width
start = rng.uniform(0, box, count)
velocity = rng.normal(0, width, count)
hits = np.abs(np.floor((start + velocity * duration) / (2 * box)))
sim_flux = hits.sum() / duration
sim_pressure = (2 * mass * np.abs(velocity) * hits).sum() / duration
sim_result = sim_flux / sim_pressure * pressure
# Sampling noise is about 0.1 percent
assert np.isclose(sim_result, flux, rtol=0.01)
assert np.isclose(sim_pressure, count / box * k * temperature, rtol=0.01)

# Temperature scaling, from the velocity integrals
hot = 1.1 * temperature
hot_flux = pressure / (k * hot) * normal_moment(1, hot)
fixed_p_ratio = hot_flux / flux_quad
fixed_n_ratio = normal_moment(1, hot) / normal_moment(1, temperature)
assert np.isclose(fixed_p_ratio, 1.1**-0.5, rtol=1e-8)
assert np.isclose(fixed_n_ratio, 1.1**0.5, rtol=1e-8)

# Practical coefficient for P in Torr and flux per cm2 per s
coefficient = const.torr * 1e-4 / np.sqrt(
    2 * np.pi * const.atomic_mass * k)
practical = coefficient * pressure_torr / np.sqrt(
    relative_mass * temperature)
assert np.isclose(practical, flux_quad * 1e-4, rtol=1e-8)
assert f"{flux_cm:.1e}" == "3.8e+14"

# Aluminium (111): count fcc points of one plane inside a circle
site_density = 4 / (np.sqrt(3) * lattice_a**2)
radius = 200                         # in units of half a lattice constant
i, j = np.meshgrid(np.arange(-radius, radius + 1),
                   np.arange(-radius, radius + 1))
inside = i**2 + j**2 + (i + j)**2 <= radius**2
counted_sites = inside.sum() / (np.pi * (radius * lattice_a / 2)**2)
# The circle's edge causes an error well below one percent
assert np.isclose(counted_sites, site_density, rtol=0.01)

# Film growth against nitrogen arrival
al_density = 4 / lattice_a**3
al_flux = al_density * growth_rate
layers_per_second = growth_rate / (lattice_a / np.sqrt(3))
assert np.isclose(al_flux, counted_sites * layers_per_second, rtol=0.01)
monolayer_time = site_density / flux
arrival_ratio = flux / al_flux
target_torr = pressure_torr * target_ratio / arrival_ratio
target_density = target_torr * const.torr / (k * temperature)
target_flux = target_density * normal_moment(1, temperature)
assert np.isclose(target_flux / al_flux, target_ratio, rtol=1e-8)

# Random arrival, one molecule per site on average, filled sites blocked
sites = 1_000_000
filled = np.unique(rng.integers(0, sites, sites)).size / sites
random_coverage = 1 - np.exp(-1)
assert np.isclose(filled, random_coverage, atol=0.003)

# Mean free path: relative speed of two molecules is sqrt(2) * vbar
first = rng.normal(0, width, (300_000, 3))
second = rng.normal(0, width, (300_000, 3))
relative = np.linalg.norm(first - second, axis=1).mean()
assert np.isclose(relative / mean_speed, np.sqrt(2), rtol=0.01)
free_path = 1 / (np.sqrt(2) * np.pi * diameter**2 * density)
knudsen = free_path / chamber

# Other neglected effects
hard_core = 2 * np.pi * diameter**3 / 3 * density
thermal_wave = const.h / np.sqrt(2 * np.pi * mass * k * temperature)
degeneracy = density * thermal_wave**3
assert hard_core < 1e-6 and degeneracy < 1e-6 and knudsen > 10
low_flux = flux_formula(pressure * (1 - gauge_error), temperature) * 1e-4
high_flux = flux_formula(pressure * (1 + gauge_error), temperature) * 1e-4

# Sticking surface: part of the outgoing half of the gas is missing
half = normal_moment(0, temperature)
for sticking in (0.0, 0.1, 0.5, 1.0):
    local_density = density * (half + (1 - sticking) * half)
    correction = flux_quad / (local_density * mean_speed / 4)
    assert np.isclose(correction, 1 / (1 - sticking / 2), rtol=1e-8)
    if sticking == 0.1:
        correction_weak = correction
correction_full = correction

print("INPUTS")
print(f"N2 pressure: {pressure_torr:.1e} Torr")
print(f"temperature: {temperature:.0f} K")
print(f"relative molecular mass of N2: {relative_mass:.3f}")
print(f"Al lattice constant (rough): {lattice_a * 1e9:.3f} nm")
print(f"Al growth rate: {growth_rate * 1e9:.2f} nm/s")
print(f"N2 collision diameter (rough): {diameter * 1e9:.2f} nm")
print(f"chamber size: {chamber:.1f} m")
print("IMPINGEMENT RATE")
print(f"pressure in SI: {pressure:.5e} Pa")
print(f"molecular mass: {mass:.5e} kg")
print(f"thermal energy kT: {k * temperature:.5e} J")
print(f"sqrt(2 pi m k T): {pressure / flux:.5e} kg m/s")
print(f"number density: {density * 1e-6:.4e} cm^-3")
print(f"mean speed: {mean_speed:.2f} m/s")
print(f"mean cosine over hemisphere: {mean_cosine:.4f}")
print(f"flux, SI: {flux:.4e} m^-2 s^-1")
print(f"flux, main result: {flux_cm:.4e} cm^-2 s^-1")
print(f"flux, quadrature: {flux_quad * 1e-4:.4e} cm^-2 s^-1")
print(f"flux, simulation: {sim_result * 1e-4:.3e} cm^-2 s^-1")
print(f"coefficient C: {coefficient:.4e} cm^-2 s^-1 Torr^-1 K^0.5")
print("ALUMINIUM FILM")
print(f"Al(111) site density: {site_density * 1e-4:.4e} cm^-2")
print(f"Al(111) sites by count: {counted_sites * 1e-4:.3e} cm^-2")
print(f"Al atom density: {al_density * 1e-6:.4e} cm^-3")
print(f"Al deposition flux: {al_flux * 1e-4:.4e} cm^-2 s^-1")
print(f"time for one N2 per site: {monolayer_time:.3f} s")
print(f"N2 arrivals per Al atom: {arrival_ratio:.4f}")
print(f"target N2 per Al atom: {target_ratio:.1e}")
print(f"pressure for target: {target_torr:.3e} Torr")
print(f"random-arrival coverage: {random_coverage:.4f}")
print(f"random-arrival coverage, simulation: {filled:.4f}")
print("NEGLECTED EFFECTS")
print(f"hard-core relative correction: {hard_core:.2e}")
print(f"degeneracy parameter: {degeneracy:.2e}")
print(f"mean free path: {free_path:.1f} m")
print(f"mean free path / chamber size: {knudsen:.0f}")
print(f"hotter gas temperature: {hot:.0f} K")
print(f"flux change, fixed pressure: {100*(fixed_p_ratio-1):.2f} %")
print(f"flux change, fixed density: {100*(fixed_n_ratio-1):.2f} %")
print(f"assumed gauge error (rough): {100 * gauge_error:.0f} %")
print(f"flux at low true pressure: {low_flux:.3e} cm^-2 s^-1")
print(f"flux at high true pressure: {high_flux:.3e} cm^-2 s^-1")
print(f"local-density factor, sticking 0.1: {correction_weak:.4f}")
print(f"local-density factor, sticking 1: {correction_full:.4f}")
print("verified")
```

It prints:

```
INPUTS
N2 pressure: 1.0e-06 Torr
temperature: 300 K
relative molecular mass of N2: 28.014
Al lattice constant (rough): 0.405 nm
Al growth rate: 0.10 nm/s
N2 collision diameter (rough): 0.37 nm
chamber size: 0.5 m
IMPINGEMENT RATE
pressure in SI: 1.33322e-04 Pa
molecular mass: 4.65183e-26 kg
thermal energy kT: 4.14195e-21 J
sqrt(2 pi m k T): 3.47940e-23 kg m/s
number density: 3.2188e+10 cm^-3
mean speed: 476.17 m/s
mean cosine over hemisphere: 0.5000
flux, SI: 3.8318e+18 m^-2 s^-1
flux, main result: 3.8318e+14 cm^-2 s^-1
flux, quadrature: 3.8318e+14 cm^-2 s^-1
flux, simulation: 3.832e+14 cm^-2 s^-1
coefficient C: 3.5127e+22 cm^-2 s^-1 Torr^-1 K^0.5
ALUMINIUM FILM
Al(111) site density: 1.4080e+15 cm^-2
Al(111) sites by count: 1.408e+15 cm^-2
Al atom density: 6.0214e+22 cm^-3
Al deposition flux: 6.0214e+14 cm^-2 s^-1
time for one N2 per site: 3.674 s
N2 arrivals per Al atom: 0.6364
target N2 per Al atom: 1.0e-03
pressure for target: 1.571e-09 Torr
random-arrival coverage: 0.6321
random-arrival coverage, simulation: 0.6319
NEGLECTED EFFECTS
hard-core relative correction: 3.41e-12
degeneracy parameter: 2.22e-16
mean free path: 51.1 m
mean free path / chamber size: 102
hotter gas temperature: 330 K
flux change, fixed pressure: -4.65 %
flux change, fixed density: 4.88 %
assumed gauge error (rough): 20 %
flux at low true pressure: 3.065e+14 cm^-2 s^-1
flux at high true pressure: 4.598e+14 cm^-2 s^-1
local-density factor, sticking 0.1: 1.0526
local-density factor, sticking 1: 2.0000
verified
```
